# Does the impurity phase shift count n_d or the total displaced charge?: test program

```python
# Friedel sum rule for an Anderson impurity with energy-dependent hybridization.
# Result under test (per spin, T = 0, Fermi level at 0):
#   delta/pi = n_d + dN_bath,  dN_bath = (1/pi) Im int_{-inf}^0 G (dDelta/dw) dw
# G: impurity Green function, Delta: hybridization function, Sigma: self-energy,
# delta = pi - arg(1/G(0)): phase shift, n_d: impurity occupation,
# dN_bath: bath charge with the impurity minus charge of the bare bath.
# Lorentzian bath: Delta = Gamma*W/(w + iW), energies in units of Gamma = 1.
# Bethe-lattice DMFT: Delta = t^2 G, energies in units of t = 1.
import numpy as np
from scipy.special import expit
from scipy.integrate import quad

pi = np.pi
x, wx = np.polynomial.legendre.leggauss(600)
half_line = (1 + x) / (1 - x)            # nodes on (0, infinity)
half_weight = 2 * wx / (1 - x) ** 2


def free_charges(level, width):
    """n_d and dN_bath at U = 0 by quadrature over the filled states."""
    w = -half_line
    hyb = width / (w + 1j * width)
    slope = -width / (w + 1j * width) ** 2
    g = 1 / (w - level - hyb)
    n = -np.sum(half_weight * g.imag) / pi
    bath = np.sum(half_weight * (g * slope).imag) / pi
    return n, bath


# ---- 1. U = 0: same phase shift, different impurity occupation
level0 = -1.0
phase0 = np.arctan2(1.0, level0) / pi
print(f"U=0: level = {level0:.2f} Gamma, delta/pi = {phase0:.5f}")
for width in (0.25, 1.0, 4.0, 20.0, 1000.0):
    n, bath = free_charges(level0, width)
    print(f"  W = {width:7.2f} Gamma: n_d = {n:.5f}, dN_bath = {bath:.5f}")
    assert abs(n + bath - phase0) < 1e-4
wide_ratio = bath * width                 # widest band of the loop
print(f"  dN_bath*W/Gamma at W = {width:.0f} Gamma: {wide_ratio:.4f}"
      f"; -(n_d-1/2) = {-(n - 0.5):.4f}")
assert abs(wide_ratio + (n - 0.5)) < 0.02
n_sym, bath_sym = free_charges(0.0, 1.0)
print(f"  symmetric level 0, W = 1 Gamma: n_d = {n_sym:.5f}, "
      f"|dN_bath| = {abs(bath_sym):.5f}")
assert abs(n_sym - 0.5) < 1e-6 and abs(bath_sym) < 1e-6

# ---- 2. direct count: diagonalize a large bath with and without impurity
n_levels, temperature, width = 1200, 0.01, 1.0
angles = (np.arange(n_levels) + 0.5) * pi / n_levels - pi / 2
bath_levels = width * np.tan(angles)
matrix = np.diag(np.concatenate(([level0], bath_levels)))
matrix[0, 1:] = matrix[1:, 0] = np.sqrt(width / n_levels)
energies, vectors = np.linalg.eigh(matrix)
filling = expit(-energies / temperature)
impurity_weight = vectors[0] ** 2
n_direct = np.sum(filling * impurity_weight)
bath_direct = (np.sum(filling * (1 - impurity_weight))
               - np.sum(expit(-bath_levels / temperature)))
n_free, bath_free = free_charges(level0, width)
print(f"Direct count, {n_levels} bath levels, W = {width:.0f} Gamma, "
      f"kT = {temperature} Gamma:")
print(f"  n_d = {n_direct:.5f}, dN_bath = {bath_direct:.5f}, "
      f"sum = {n_direct + bath_direct:.5f}")
assert abs(n_direct - n_free) < 5e-4
assert abs(bath_direct - bath_free) < 5e-4
assert abs(n_direct + bath_direct - phase0) < 5e-4

# ---- 3. exact diagonalization, interacting impurity plus five bath levels
small_bath = np.array([-1.5, -0.7, 0.05, 0.8, 1.6])
small_v = np.array([0.4, 0.4, 0.5, 0.4, 0.4])
small_level, small_u = -0.8, 2.0
n_orb = 6
lower, parity, unit = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
annihilate = []
for j in range(n_orb):
    op = np.eye(1)
    for k in range(n_orb):
        op = np.kron(op, parity if k < j else (lower if k == j else unit))
    annihilate.append(op)
occupation = np.array([np.diag(c.T @ c) for c in annihilate])
count = np.rint(occupation.sum(axis=0)).astype(int)
one_body = np.diag(np.concatenate(([small_level], small_bath)))
one_body[0, 1:] = one_body[1:, 0] = small_v
spin_h = sum(one_body[i, j] * annihilate[i].T @ annihilate[j]
             for i in range(n_orb) for j in range(n_orb) if one_body[i, j] != 0)


def sector(n_up, n_dn):
    up, dn = np.where(count == n_up)[0], np.where(count == n_dn)[0]
    h = np.kron(spin_h[np.ix_(up, up)], np.eye(len(dn)))
    h += np.kron(np.eye(len(up)), spin_h[np.ix_(dn, dn)])
    h += small_u * np.diag(np.kron(occupation[0, up], occupation[0, dn]))
    return h


lowest = sorted((np.linalg.eigvalsh(sector(a, b))[0], a, b)
                for a in range(n_orb + 1) for b in range(a + 1))
ground_energy, n_up, n_dn = lowest[0]
assert n_up == n_dn and lowest[1][0] - ground_energy > 1e-3
e_ground, v_ground = np.linalg.eigh(sector(n_up, n_dn))
assert e_ground[1] - e_ground[0] > 1e-3
up, dn = np.where(count == n_up)[0], np.where(count == n_dn)[0]
psi = v_ground[:, 0].reshape(len(up), len(dn))
prob_up = np.sum(psi ** 2, axis=1)
n_small = occupation[0, up] @ prob_up
bath_small = (occupation[1:, up].sum(axis=0) @ prob_up
              - np.count_nonzero(small_bath < 0))
poles, residues = [], []
for change, op, sign in ((1, annihilate[0].T, 1), (-1, annihilate[0], -1)):
    new_up = np.where(count == n_up + change)[0]
    excited = (op[np.ix_(new_up, up)] @ psi).ravel()
    e_new, v_new = np.linalg.eigh(sector(n_up + change, n_dn))
    poles.append(sign * (e_new - ground_energy))
    residues.append((v_new.T @ excited) ** 2)
poles, residues = np.concatenate(poles), np.concatenate(residues)
z = 1j * half_line[:, None]
g_small = np.sum(residues / (z - poles), axis=1)
dg_small = -np.sum(residues / (z - poles) ** 2, axis=1)
dhyb_small = -np.sum(small_v ** 2 / (z - small_bath) ** 2, axis=1)
dsigma_small = 1 - dhyb_small + dg_small / g_small ** 2
bath_formula = -np.sum(half_weight * (g_small * dhyb_small).real) / pi
luttinger_small = -np.sum(half_weight * (g_small * dsigma_small).real) / pi
g_at_zero = np.sum(residues / (0 - poles))
phase_small = 1.0 if g_at_zero > 0 else 0.0
print("Exact diagonalization, 6 orbitals (energies in one model unit):")
print(f"  level = {small_level}, U = {small_u}, bath levels = {small_bath}")
print(f"  couplings = {small_v}")
print(f"  ground state: {n_up} up + {n_dn} down electrons, "
      f"gap to other sectors = {lowest[1][0] - ground_energy:.4f}")
print(f"  n_d = {n_small:.5f}, dN_bath counted = {bath_small:.5f}, "
      f"from G*dDelta/dw = {bath_formula:.5f}")
print(f"  delta/pi = {phase_small:.0f}, |Luttinger integral| = "
      f"{abs(luttinger_small):.1e}")
assert abs(bath_small - bath_formula) < 1e-6
assert abs(luttinger_small) < 1e-6
assert abs(n_small + bath_small - phase_small) < 1e-6

# ---- 4. continuous interacting baths: self-consistent second order at T = 0
n_grid, cutoff = 2 ** 16, 80.0
dw = 2 * cutoff / n_grid
omega = (np.arange(n_grid) - n_grid // 2) * dw
zero = n_grid // 2
below = np.where(omega < 0, 1.0, 0.0)
below[zero] = 0.5                         # trapezoidal end point
dt = 2 * pi / (n_grid * dw)
causal = np.zeros(n_grid)
causal[:n_grid // 2] = 1.0
causal[0] = 0.5


def solve(level, u, fixed_hyb=None):
    """Return G, Delta, Sigma (with Hartree part) and n_d."""
    sigma, n = np.zeros(n_grid, complex), 0.7
    for _ in range(400):
        zeta = omega - level - u * n - sigma
        zeta = zeta.real + 1j * np.maximum(zeta.imag, 1e-12)
        if fixed_hyb is None:
            g = (zeta - np.sqrt(zeta - 2) * np.sqrt(zeta + 2)) / 2
            hyb = g
        else:
            g = 1 / (zeta - fixed_hyb)
            hyb = fixed_hyb
        spectrum = -g.imag / pi
        n_new = dw * np.sum(spectrum * below)
        hole = dw * np.fft.fft(np.fft.ifftshift(spectrum * below))
        part = dw * np.fft.fft(np.fft.ifftshift(spectrum * (1 - below)))
        kernel = u ** 2 * (part ** 2 * hole.conj() + hole ** 2 * part.conj())
        sigma_new = np.fft.fftshift(np.fft.ifft(-1j * causal * kernel))
        sigma_new *= n_grid * dt
        error = np.max(np.abs(sigma_new - sigma)) + abs(n_new - n)
        if error < 1e-9:
            break
        sigma, n = (sigma + sigma_new) / 2, (n + n_new) / 2
    assert error < 1e-8
    return g, hyb, sigma + u * n, n_new


def report(name, unit_name, level, u, solution):
    g, hyb, sigma, n = solution
    bath = dw * np.sum(below * (g * np.gradient(hyb, dw)).imag) / pi
    lutt = dw * np.sum(below * (g * np.gradient(sigma, dw)).imag) / pi
    phase = 1 - np.angle(1 / g[zero]) / pi
    height = -g[zero].imag * -hyb[zero].imag
    print(f"{name}: level = {level} {unit_name}, U = {u} {unit_name}")
    print(f"  Re Sigma(0) = {sigma[zero].real:.4f} {unit_name}, "
          f"|Im Sigma(0)| = {abs(sigma[zero].imag):.1e} {unit_name}")
    print(f"  n_d = {n:.4f}, dN_bath = {bath:.4f}, sum = {n + bath:.4f}")
    print(f"  delta/pi = {phase:.4f}, |Luttinger integral| = {abs(lutt):.1e}")
    print(f"  both spins: 2 n_d = {2 * n:.4f}, 2 delta/pi = {2 * phase:.4f}")
    print(f"  pi*Gamma(0)*A_d(0) = {height:.4f}, sin^2(delta) = "
          f"{np.sin(pi * phase) ** 2:.4f}, sin^2(pi n_d) = "
          f"{np.sin(pi * n) ** 2:.4f}")
    assert abs(sigma[zero].imag) < 1e-3
    assert abs(lutt) < 1e-3
    assert abs(n + bath - phase) < 1e-3
    assert abs(n - phase) > 0.02
    assert abs(height - np.sin(pi * phase) ** 2) < 2e-3
    return phase


level, u = -2.5, 2.0
lorentz = 1.0 / (omega + 1j)
report("Interacting impurity, W = 1 Gamma", "Gamma", level, u,
       solve(level, u, lorentz))

dmft = solve(level, u)
phase = report("DMFT metal, Bethe lattice", "t", level, u, dmft)
n_formula = phase - np.sin(2 * pi * phase) / (2 * pi)
filled_to = -level - dmft[2][zero].real
assert abs(filled_to) < 2
n_lattice = quad(lambda e: np.sqrt(4 - e * e) / (2 * pi), -2, filled_to)[0]
print(f"  delta/pi - sin(2 delta)/(2 pi) = {n_formula:.4f}")
print(f"  semicircular band filled up to {filled_to:.4f} t: {n_lattice:.4f}")
print(f"  |G(0)| = {abs(dmft[0][zero]):.4f} / t")
assert abs(n_formula - dmft[3]) < 1e-3
assert abs(n_lattice - dmft[3]) < 1e-3
assert abs(abs(dmft[0][zero]) - 1) < 1e-3

print("all tests passed")
```

Output:

```
U=0: level = -1.00 Gamma, delta/pi = 0.75000
  W =    0.25 Gamma: n_d = 0.90879, dN_bath = -0.15879
  W =    1.00 Gamma: n_d = 0.83786, dN_bath = -0.08786
  W =    4.00 Gamma: n_d = 0.78653, dN_bath = -0.03653
  W =   20.00 Gamma: n_d = 0.76009, dN_bath = -0.01009
  W = 1000.00 Gamma: n_d = 0.75025, dN_bath = -0.00025
  dN_bath*W/Gamma at W = 1000 Gamma: -0.2469; -(n_d-1/2) = -0.2502
  symmetric level 0, W = 1 Gamma: n_d = 0.50000, |dN_bath| = 0.00000
Direct count, 1200 bath levels, W = 1 Gamma, kT = 0.01 Gamma:
  n_d = 0.83786, dN_bath = -0.08780, sum = 0.75005
Exact diagonalization, 6 orbitals (energies in one model unit):
  level = -0.8, U = 2.0, bath levels = [-1.5  -0.7   0.05  0.8   1.6 ]
  couplings = [0.4 0.4 0.5 0.4 0.4]
  ground state: 3 up + 3 down electrons, gap to other sectors = 0.2765
  n_d = 0.47410, dN_bath counted = 0.52590, from G*dDelta/dw = 0.52590
  delta/pi = 1, |Luttinger integral| = 3.8e-14
Interacting impurity, W = 1 Gamma: level = -2.5 Gamma, U = 2.0 Gamma
  Re Sigma(0) = 1.7056 Gamma, |Im Sigma(0)| = 1.4e-07 Gamma
  n_d = 0.7925, dN_bath = -0.0789, sum = 0.7136
  delta/pi = 0.7137, |Luttinger integral| = 6.7e-05
  both spins: 2 n_d = 1.5850, 2 delta/pi = 1.4274
  pi*Gamma(0)*A_d(0) = 0.6131, sin^2(delta) = 0.6131, sin^2(pi n_d) = 0.3680
DMFT metal, Bethe lattice: level = -2.5 t, U = 2.0 t
  Re Sigma(0) = 1.6444 t, |Im Sigma(0)| = 4.5e-07 t
  n_d = 0.7637, dN_bath = -0.1231, sum = 0.6406
  delta/pi = 0.6407, |Luttinger integral| = 7.1e-05
  both spins: 2 n_d = 1.5274, 2 delta/pi = 1.2814
  pi*Gamma(0)*A_d(0) = 0.8170, sin^2(delta) = 0.8170, sin^2(pi n_d) = 0.4569
  delta/pi - sin(2 delta)/(2 pi) = 0.7638
  semicircular band filled up to 0.8556 t: 0.7638
  |G(0)| = 1.0000 / t
all tests passed
```
